# Diffusion barrier and bond energy from two island-density slopes

## Problem

Atoms are deposited at flux \(F\) (monolayers per second, ML/s) on a square lattice. They diffuse, meet and form flat islands. A cluster of \(i\) atoms is called critical if one more atom makes it stable. Let \(N\) be the number of islands per site at fixed coverage \(\theta=Ft\), and define the Arrhenius slope

\[
s_i=\frac{d\ln N}{d\beta},\qquad \beta=\frac{1}{k_BT}.
\]

It is an energy, and it is positive because \(N\) falls on heating. At fixed flux the slope is 0.15 eV where \(i=1\) and 0.35 eV where \(i=3\).

(a) Derive \(s_i\) in terms of the adatom diffusion barrier \(E_d\) and the binding energy \(E_i>0\) of the critical cluster.

(b) Find \(E_d\) and the energy \(E_b\) of one nearest-neighbour bond, taking bond energies as additive.

(c) Why does the critical size jump from one to three, and how wide is the regime \(i=3\)?

(d) Would slopes fitted at an ordinary flux return the same energies?

Assume no desorption, isotropic diffusion, immobile clusters whose shapes interconvert quickly at fixed size, no extra barrier to attachment, and prefactors and capture numbers independent of temperature. Rates are mean-field rates: spatial correlations enter only through a constant capture number \(\sigma\).

## Hints

1. Balance arriving adatoms against those captured by islands.
2. Clusters up to the critical size are in equilibrium with the adatoms. Their density is a power of the adatom density times a Boltzmann factor.
3. Count the bonds in a trimer, both straight and bent.
4. For (c), treat successive cluster sizes as resistances in series.
5. For (d), ask what fraction of the adatoms is spent on making new islands.

## Solution

### (a) The slope law

Let \(n_k\) be the number of \(k\)-atom clusters per site. An adatom hops at total rate \(\nu e^{-\beta E_d}\). In two dimensions the mean square displacement is \(4Dt\), so with the site spacing as unit length

\[
D=\frac{\nu}{4}e^{-\beta E_d}.
\]

Islands capture adatoms at rate \(\sigma Dn_1N\). Using coverage as the clock and writing \(\kappa=\sigma D/F\), the adatom balance is

\[
\frac{dn_1}{d\theta}=1-\kappa n_1N .
\]

This omits the atoms used in nucleation, a point taken up in (d). The adatom density relaxes over a coverage \(1/(\kappa N)\). Once this is much smaller than \(\theta\), the left side is negligible and

\[
n_1=\frac{1}{\kappa N}.
\]

For the subcritical clusters, consider a dilute lattice gas with fugacity \(z\). A given \(i\)-atom shape at a given position has weight \(z^ie^{\beta E_i}\), while a single atom has weight \(z=n_1\). With \(C_i\) shapes per site,

\[
n_i=C_i\,n_1^i\,e^{\beta E_i}.
\]

A trimer has two straight and four bent forms, so \(C_3=6\). Enumerating all states of three atoms on periodic lattices of \(12\times12\) and \(24\times24\) sites gives 6.675 and 6.159 for this factor. The excess over 6 falls about fourfold when the area grows fourfold, as expected for an excluded-area correction.

A stable island forms when a critical cluster captures an adatom:

\[
\frac{dN}{d\theta}=\kappa n_1n_i
=\kappa C_ie^{\beta E_i}n_1^{i+1}
=C_ie^{\beta E_i}\kappa^{-i}N^{-(i+1)}.
\]

The last step inserts \(n_1=1/(\kappa N)\). Multiplying by \(N^{i+1}\) and integrating from \(N=0\) gives

\[
N^{i+2}=(i+2)\,C_i\,\theta\,\kappa^{-i}e^{\beta E_i}.
\]

Take the logarithm. Since \(\ln\kappa\) contains \(-\beta E_d\), the term \(-i\ln\kappa\) contributes \(+i\beta E_d\). Differentiating at fixed \(F\) and \(\theta\),

\[
\boxed{\,s_i=\frac{iE_d+E_i}{i+2}\,}
\]

Since \(\kappa\propto1/F\), the same formula gives \(N\propto F^{i/(i+2)}\).

These steps were tested by integrating the time-dependent rate equations at \(10^{-7}\) ML/s, with \(\theta=0.1\), \(\sigma=3\), \(\nu=10^{13}\) s\(^{-1}\) and the energies found in (b). Neither the steady state nor the cluster equilibrium was imposed. With dimers stable, at 210 K, the slope is 0.149 eV and the flux exponent 0.330. With tetramers the smallest stable islands, at 300 K, they are 0.350 eV and 0.600. The densities agree with the integrated law within 1%.

### (b) The two energies

A single adatom has no bonds, so \(E_1=0\) and \(s_1=E_d/3\). Hence

\[
E_d=3s_1=3(0.15)=0.45\ \text{eV}.
\]

For size three, \(5s_3=3E_d+E_3\), so

\[
E_3=5(0.35)-3(0.45)=1.75-1.35=0.40\ \text{eV}.
\]

Both trimer shapes have two nearest-neighbour bonds. Therefore

\[
E_b=\frac{E_3}{2}=0.20\ \text{eV}.
\]

In terms of the data, \(E_b=(5s_3-9s_1)/2\). An error of 0.01 eV in each slope, with opposite signs, shifts \(E_b\) by \(0.025+0.045=0.07\) eV, or 35% of its value. The barrier shifts by 0.03 eV. The bond energy is a small difference of large terms and is much the less secure result.

### (c) Why size two is skipped

Let \(y=e^{\beta E_b}\), and let \(Q_k\) be the sum of \(y^{\text{bonds}}\) over all shapes of \(k\) atoms, so that the equilibrium density is \(Q_kn_1^k\). Write \(u_k=n_k/(Q_kn_1^k)\) for the actual density relative to equilibrium. Because shapes of the same size interconvert quickly, their relative populations stay in equilibrium. Detailed balance then fixes the detachment rate from size \(k+1\), and the net current from \(k\) to \(k+1\) becomes

\[
J=\kappa Q_kn_1^{k+1}(u_k-u_{k+1}).
\]

In a steady current \(J\) is the same at every step. Dividing by the prefactor and summing from \(u_1=1\) to \(u=0\) at large size gives

\[
J\sum_kR_k=1,\qquad R_k=\frac{1}{\kappa Q_kn_1^{k+1}}.
\]

The critical size is the one with the dominant resistance. With \(Q_1=1\), \(Q_2=2y\), \(Q_3=6y^2\) and \(x=yn_1\),

\[
R_1:R_2:R_3=1:\frac{1}{2x}:\frac{1}{6x^2}.
\]

The share of size two among these three is

\[
f_2=\frac{1/(2x)}{1+1/(2x)+1/(6x^2)}=\frac{1}{1+2x+1/(3x)}.
\]

The denominator is smallest where \(2=1/(3x^2)\), that is \(x=1/\sqrt6\), which gives \(f_2=0.38\). Larger sizes can only reduce this share. Size two never carries most of the resistance, so \(i=2\) has no regime of its own. Physically, the end atom of a trimer is held by one bond, just like an atom in a dimer. When dimers break up readily, so do trimers. The tetramer is different, because its square form gives every atom two bonds.

The regime \(i=3\) has two limits. Towards low temperature it requires \(R_2/R_3=3yn_1<1\). Towards high temperature the next bottleneck is size five. Its most tightly bound shape is a square with one extra atom, which has five bonds and eight placements. To leading order in \(y\), \(Q_5=8y^5\), and

\[
\frac{R_5}{R_3}=\frac{6y^2}{8y^5n_1^2}=\frac{3}{4y^3n_1^2}.
\]

The fifth atom is held by a single bond; a sixth would close a second square. Requiring \(R_5<R_3\) gives the window

\[
\frac{\sqrt3}{2}\,y^{-3/2}<n_1<\frac{1}{3y}.
\]

At 285 K and \(10^{-3}\) ML/s the full calculation described in (d) gives \(y=3.44\times10^3\) and \(n_1=2.26\times10^{-5}\). The window runs from \(4.3\times10^{-6}\) to \(9.7\times10^{-5}\), a factor of about 23. The adatom density lies inside, but not far from either edge: size three carries 75% of the resistance, size two 18%, and sizes one and five about 3% each. At this flux size three carries the largest share only from about 260 K to about 320 K. These shares depend on the rapid change of shape assumed above. If shapes could change only by gaining and losing atoms, size four would carry about a quarter of the resistance, and the slope near 285 K would be roughly 0.03 to 0.05 eV higher, depending on how captures are distributed along the cluster edge. Shape changes also displace small clusters, so the assumption of immobile clusters sets an opposite limit: the changes must be fast compared with the gain and loss of atoms, yet slow compared with adatom hops.

### (d) Slopes at an ordinary flux

Now let every cluster up to nine atoms gain and lose atoms, with all shapes included in \(Q_k\), while larger islands only grow. The energies are those of (b), the flux is \(10^{-3}\) ML/s, and \(N\) counts every cluster of two or more atoms. The local slopes are:

| \(T\) (K) | slope (eV) |
|---|---|
| 200 | 0.115 |
| 220 | 0.139 |
| 240 | 0.183 |
| 260 | 0.273 |
| 280 | 0.325 |
| 300 | 0.362 |
| 320 | 0.433 |

The last entry depends slightly on the cut at nine atoms; extending the reversible chain to twelve atoms raises it by 0.001 eV. The slope passes through both ideal values without a broad plateau at either. Fits over 200–220 K and 275–295 K give 0.127 and 0.333 eV. Inserting them in the formulas of (b) yields

\[
E_d=3(0.1269)=0.381\ \text{eV},\qquad
E_b=\frac{5(0.3329)-9(0.1269)}{2}=0.261\ \text{eV}.
\]

Relative to the energies put into the calculation, the barrier is 15% too low and the bond energy 31% too high.

The cold error comes from the adatoms used in nucleation. Each new dimer consumes two, so the quasi-steady balance for \(i=1\) is

\[
1=\kappa n_1(N+2n_1).
\]

The simple law needs \(2n_1\ll N\). At 210 K, \(n_1=6.6\times10^{-4}\) and \(N=1.16\times10^{-2}\), so about 10% of the adatoms still go into new dimers at the end of deposition, and more did so earlier. To leading order

\[
\frac{n_1}{N}=\frac{1}{\kappa N^2}\propto e^{\beta(E_d-2s_1)}=e^{\beta(0.15\ \text{eV})},
\]

which grows on cooling. The loss thus lowers \(N\) most at the cold end and flattens the plot. As a test, dimers were made stable and the slope at 210 K was computed with and without this loss: it is 0.127 eV with it and 0.151 eV without.

The warm fit is low mainly because size two still contributes. To estimate this, insert \(n_1=1/(\kappa N)\), which gives \(R_k=\kappa^kN^{k+1}/Q_k\). Integrating \(d\theta/dN=1/J=\sum_kR_k\) from \(N=0\) yields

\[
\theta=\sum_kT_k,\qquad T_k=\frac{\kappa^kN^{k+2}}{(k+2)Q_k}.
\]

With \(Q_k\propto e^{\beta E_k}\) for the most tightly bound shapes, differentiating at fixed \(\theta\) gives

\[
\sum_kT_k\left[(k+2)s-(kE_d+E_k)\right]=0 .
\]

Since \((k+2)T_k=NR_k\), this is

\[
s=\sum_kf_ks_k,\qquad s_k=\frac{kE_d+E_k}{k+2},
\]

where \(f_k\) is the share of \(R_k\) in the total at the final coverage. With the 285 K shares this is 0.336 eV, close to the fitted 0.333 eV. Size two, with \(s_2=0.275\) eV, accounts for \(0.175\times0.075=0.013\) eV of the lowering.

Lower flux alone is not a cure. At \(10^{-7}\) ML/s the full chain gives 0.153 eV at 180 K and 0.345 eV at 230 K, but the slope still drifts with temperature: it is about 0.14 eV at 170 K and 0.18 eV at 190 K. The inferred energies therefore depend on the temperatures chosen for the fit. Even the two favourable values, each within 0.006 eV of the ideal slope, give \(E_d=0.458\) eV and \(E_b=0.175\) eV, a bond energy 12% too low. At an ordinary flux it is safer to fit the rate equations to the densities than to insert fitted slopes in the formulas.

### Relation to a real surface

The energies here are round model parameters, not a determination for any particular material. With a site spacing of 0.25 nm and the ordinary flux, the model densities are \(1.9\times10^{13}\) cm\(^{-2}\) at 210 K and \(8.6\times10^{11}\) cm\(^{-2}\) at 285 K.

Desorption would remove 1% of the deposit at 285 K if its energy were 0.76 eV, taking the same attempt frequency. Adatoms of metals such as copper are bound to metal surfaces by roughly 2 eV or more, so for them this loss is negligible.

The assumption of a constant capture number is less secure. If that of small clusters varies as \(1/\ln(1/N)\), a rough form for diffusive capture in two dimensions, while that of the islands stays fixed at fixed coverage, both slopes rise by about 0.01 eV. The inferred \(E_d\) then shifts by about \(+0.04\) eV and \(E_b\) by about \(-0.03\) eV. Misfit strain between deposit and substrate can also make bond energies depend on island size; the model does not estimate that effect.

## Variation 1: a triangular lattice

**Suppose the same slopes were reported on a triangular lattice. Is \(E_b=E_3/3\) the right reading?**

The compact trimer now has three bonds, and the formula would give \(0.40/3=0.133\) eV. But the assignment \(i=3\) must itself be checked. For \(y\gg1\), keep the most tightly bound shapes: \(Q_2=3y\), \(Q_3=2y^3\) (two triangles) and \(Q_4=3y^5\) (three rhombi). With \(w=y^2n_1\),

\[
\frac{R_2}{R_3}=\frac{Q_3n_1}{Q_2}=\frac{2w}{3},\qquad
\frac{R_4}{R_3}=\frac{Q_3}{Q_4n_1}=\frac{2}{3w}.
\]

The share of size three is at most \(1/(1+2w/3+2/(3w))\). This is largest at \(w=1\), where it equals \(3/7\), or 43%. Additive bonds therefore give no clean \(i=3\) regime here, and 0.133 eV is only a formal value.

Size two can dominate instead, when \(y^{-2}\ll n_1\ll y^{-1}\). If the second slope belonged to \(i=2\), then \(4s_2=2E_d+E_b\) would give \(E_b=1.40-0.90=0.50\) eV. With bonds this strong and a flux of \(10^{-3}\) ML/s, the \(i=2\) regime would be centred near 540 K, so this reading is not open to a slope measured near room temperature. The lattice affects the choice of critical size as well as the bond count.

## Variation 2: mobile dimers

**Let dimers be stable but mobile, with barrier \(E_2^{d}\) and the same prefactor and capture number as adatoms. What replaces \(s_1=E_d/3\)?**

Let \(r=e^{-\beta(E_2^{d}-E_d)}\) be the ratio of dimer to adatom diffusion coefficients. Dimers form at rate \(\kappa n_1^2\) and are mostly lost to islands at rate \(r\kappa n_2N\), so \(n_2=n_1^2/(rN)\). An immobile island forms when a dimer captures an adatom:

\[
\frac{dN}{d\theta}=\kappa n_1n_2=\frac{\kappa n_1^3}{rN}=\frac{1}{r\kappa^2N^4},
\qquad N^5=\frac{5\theta}{r\kappa^2}.
\]

Since \(r\kappa^2\propto e^{-\beta(E_d+E_2^{d})}\), the slope is

\[
s=\frac{E_d+E_2^{d}}{5}.
\]

The capture rate used here, and in the integration below, omits the dimer's own motion towards adatoms, which would multiply it by \(1+r\). For \(E_2^{d}\ge E_d\) this factor lies between 1 and 2 and changes the slope of this limiting law by less than \(0.06\,k_BT\). For dimers much faster than adatoms it matters, and the slope would tend to \(2E_d/5\) instead. The formula is therefore meant for \(E_2^{d}\ge E_d\).

It also requires \(rN\gg n_1\), so that most dimers reach an island before they capture an adatom. At 210 K and \(10^{-3}\) ML/s the two sides are equal for \(E_2^{d}=E_d+k_BT\ln(N/n_1)=0.50\) eV, so mobility matters for dimer barriers near or below that value.

For \(E_2^{d}=E_d=0.45\) eV the formula gives 0.18 eV. Integration at 210 K gives 0.179 eV at \(10^{-10}\) ML/s, but at \(10^{-3}\) ML/s it gives 0.150 eV if the remaining mobile dimers are counted as islands and 0.144 eV if they are not (0.147 and 0.143 eV with the factor \(1+r\) included). Both values are close to the ideal slope for immobile dimers, although the mechanism is different and the flux is too high for either limiting law. A slope of 0.15 eV does not by itself establish that dimers are immobile; independent evidence on dimer motion is needed before it is converted into a barrier.

## Computed results

```
Given slopes i=1, i=3: 0.15, 0.35 eV
Diffusion barrier Ed: 0.450 eV
Trimer binding E3: 0.400 eV; bonds: 2
Bond energy Eb: 0.200 eV
Eb if trimer has 3 bonds (triangular): 0.133 eV
Weights of s1, s3 in Eb: -4.50, 2.50
Worst Eb error for 0.01 eV slope errors: 0.070 eV
Most bonds, sizes 1-9: 0 1 2 4 5 7 8 10 12
Trimer placements per site: 6
Same from 12x12, 24x24 lattice: 6.675, 6.159
Inputs: nu 1e+13 1/s, flux 1e-03 ML/s
Inputs: coverage 0.1 ML, capture number 3.0
Input: site spacing 0.25 nm
Low test flux: 1e-07 ML/s
i=1, 210 K: slope 0.1488 eV, flux exponent 0.3304
i=1: density, integrated/law: 0.9920
i=3, 300 K: slope 0.3498 eV, flux exponent 0.5998
i=3: density, integrated/law: 1.0000
Largest share of size 2 in resistance: 0.380
Full chain, low flux, 180 K: slope 0.1526 eV
Full chain, low flux, 230 K: slope 0.3447 eV
Inferred at low flux: Ed 0.458 eV, Eb 0.175 eV
Full chain, working flux, 200 K: slope 0.115 eV
Full chain, working flux, 220 K: slope 0.139 eV
Full chain, working flux, 240 K: slope 0.183 eV
Full chain, working flux, 260 K: slope 0.273 eV
Full chain, working flux, 280 K: slope 0.325 eV
Full chain, working flux, 300 K: slope 0.362 eV
Full chain, working flux, 320 K: slope 0.433 eV
Working-flux fit 200-220 K: 0.1269 eV
Working-flux fit 275-295 K: 0.3329 eV
Naively inferred: Ed 0.381 eV, Eb 0.261 eV
Stable dimers, working flux, 210 K: slope 0.1265 eV
Same without adatom cost of dimers: 0.1514 eV
Slope shift at 285 K, chain 7 to 9: -0.00003 eV
210 K: N 1.156e-02 per site = 1.85e+13 cm^-2
210 K: adatoms 6.556e-04 per site, y 6.307e+04
285 K: N 5.388e-04 per site = 8.62e+11 cm^-2
285 K: adatoms 2.259e-05 per site, y 3.441e+03
285 K resistance shares, sizes 1-5: 0.027 0.175 0.752 0.017 0.027
285 K shares, sizes 6-9 together: 0.0009
285 K nucleation rate, integrated/series: 1.0006
Mobile dimers, 1e-10 ML/s, 210 K: slope 0.1789 eV
Mobile dimers, working flux, 210 K: slope 0.1504 eV
Dimer barrier where mobility matters, 210 K: 0.502 eV
Capture drift of slopes i=1, i=3: 0.0121, 0.0096 eV
Resulting shift of Ed, Eb: 0.036, -0.031 eV
Desorption energy for 1% loss at 285 K: 0.755 eV
```
